# Stacking-Fault Energies of fcc Crystals from an Axial Ising Model

## The energy of a wrong layer

When one half of an fcc crystal slides over the other along a close-packed plane, it can come to rest in a position where every atom still sits in a hollow of the layer below, but the sequence of layers is wrong. The energy of this stacking fault must be paid for such a slide. Computing it directly takes a cell with many layers, since faults that are too close together interact, and the result is a small difference between large energies.

A simple shortcut, called the near-twice rule below, sets the fault energy to twice the energy difference between hcp and fcc. The derivation below shows when this holds. In the second example below it gives 500 microhartree per atom of the fault plane where the direct value is 576. In that example one more bulk energy, that of double-hcp, supplies most of what is missing.

## Stackings as rows of spins

A close-packed layer is a triangular lattice with nearest-neighbour distance $d$ and area $a=\sqrt3\,d^2/2$ per atom. Let $\mathbf a_1,\mathbf a_2$ be its primitive vectors, of length $d$ and at $60^\circ$, and let $\boldsymbol\tau=(\mathbf a_1+\mathbf a_2)/3$. The lateral positions A, B, C are $0,\boldsymbol\tau,2\boldsymbol\tau$. Since $3\boldsymbol\tau$ is a lattice vector, $2\boldsymbol\tau$ is equivalent to $-\boldsymbol\tau$. Neighbouring layers never carry the same letter, so each step from one layer to the next is either $+\boldsymbol\tau$ or $-\boldsymbol\tau$. Define

$$S_i=+1\ \ (A\to B\to C\to A),\qquad S_i=-1\ \ (A\to C\to B\to A).\tag{1}$$

The three bulk crystals are then

- fcc, ABC: $++++\dots$
- hcp, AB: $+-+-\dots$
- double-hcp, ABAC: $+--+\dots$, that is, pairs of equal spins in alternation.

Three planar defects of fcc matter here.

- **Intrinsic fault.** Remove layer A from C A B. The two steps C→A→B, both $+$, become the single step C→B, which is $-$. The row is $+++-+++$. Sliding the upper half by $\boldsymbol\tau$ gives the same row: one step changes from $\boldsymbol\tau$ to $2\boldsymbol\tau\equiv-\boldsymbol\tau$, and all others stay.
- **Extrinsic fault.** Insert C between A and B. The step A→B becomes A→C→B, two $-$ steps. The row is $+++--+++$.
- **Twin boundary.** The sequence is mirrored, as in ABCACBA. The row is $+++---$.

The layers are taken as flat, at fixed spacing and unrelaxed, with static nuclei. All energies refer to this one geometry.

## What symmetry leaves of the energy

Suppose that the energy is a sum of terms, each depending on at most four consecutive layers. Four layers are joined by three steps, so for a periodic stack of $N$ layers, with one atom per layer in the cell,

$$U=\sum_{i=1}^{N} f(S_i,S_{i+1},S_{i+2}).\tag{2}$$

Nothing here requires pair forces; $f$ may contain any many-body energy of this range.

A function of three variables that take the values $\pm1$ is a combination of eight products: $1$, three single spins, three pairs and one triple. A half-turn about the layer normal through an A atom maps the A lattice onto itself and $\boldsymbol\tau$ onto $-\boldsymbol\tau$. It exchanges B and C and so reverses every spin. The energy does not change under a rotation of the whole crystal, provided that no magnetic order or external field singles out a direction. The products of one and three spins change sign and must drop out. The pairs $S_iS_{i+1}$ and $S_{i+1}S_{i+2}$ become the same sum over the stack, which leaves two couplings:

$$U=NJ_0-J_1\sum_i S_iS_{i+1}-J_2\sum_i S_iS_{i+2}.\tag{3}$$

This is an Ising chain along the stacking axis with first- and second-neighbour couplings. A positive $J_n$ favours equal spins at distance $n$.

## Couplings from three bulk energies

Let $E_f,E_h,E_d$ be the energies per atom of fcc, hcp and double-hcp. In fcc all products are $+1$. In hcp the first-neighbour product is $-1$ and the second-neighbour product $+1$. In double-hcp the first-neighbour products alternate and average to zero, while every second-neighbour product is $-1$. Equation (3) gives

$$E_f=J_0-J_1-J_2,\quad E_h=J_0+J_1-J_2,\quad E_d=J_0+J_2.\tag{4}$$

Subtracting the first from the others,

$$E_h-E_f=2J_1,\qquad E_d-E_f=J_1+2J_2.\tag{5}$$

The first relation fixes $J_1$. Inserting it in the second gives $2J_2=E_d-E_f-\tfrac12(E_h-E_f)$, hence

$$J_1=\tfrac12(E_h-E_f),\qquad J_2=\tfrac14(2E_d-E_f-E_h).\tag{6}$$

## The fault energies

A fault energy $\gamma$ is the excess energy per area over fcc with the same number of atoms. Removing or inserting a layer changes $N$, and the reference $NE_f$ uses the new value. From (3) and (4),

$$a\gamma=U-NE_f=\sum_{n}J_n\sum_i(1-S_iS_{i+n})=2\sum_n J_n b_n,\tag{7}$$

where $b_n$ is the number of pairs at distance $n$ with opposite spins, since each such pair contributes $1-(-1)=2$.

A single reversed spin has two partners at each distance, so $b_1=b_2=2$. For two adjacent reversed spins, the pair they form is parallel, and only the two outer first-neighbour pairs are broken: $b_1=2$. At distance two each reversed spin has two unreversed partners: $b_2=4$. Across a single wall, one first-neighbour pair and two second-neighbour pairs are broken: $b_1=1$, $b_2=2$. Therefore

$$a\gamma_{\rm isf}=4J_1+4J_2,\quad a\gamma_{\rm esf}=4J_1+8J_2,\quad a\gamma_{\rm twin}=2J_1+4J_2.\tag{8}$$

Now insert (6). For the intrinsic fault,

$$a\gamma_{\rm isf}=2(E_h-E_f)+(2E_d-E_f-E_h)=E_h+2E_d-3E_f.\tag{9}$$

For the extrinsic fault,

$$a\gamma_{\rm esf}=2(E_h-E_f)+2(2E_d-E_f-E_h)=4(E_d-E_f).\tag{10}$$

The twin boundary has half of each coefficient:

$$a\gamma_{\rm twin}=2(E_d-E_f).\tag{11}$$

Within this range of interaction, (9)–(11) are exact. Writing (9) as $(E_h-E_f)+2(E_d-E_f)$ shows that all three energies are positive if fcc lies below both hcp and double-hcp.

## When the factor of two is right

Factoring $4J_1=2(E_h-E_f)$ out of the first of (8) gives

$$a\gamma_{\rm isf}=2(E_h-E_f)\left(1+\frac{J_2}{J_1}\right).\tag{12}$$

The leading term has a simple reading. A layer whose two neighbours carry the same letter, as in ABA, has hcp-like surroundings, and its two steps have opposite signs. With $J_1$ alone, each such layer costs $2J_1=E_h-E_f$. The intrinsic fault contains two of them, the extrinsic fault also two, and the twin boundary one.

The condition $|J_2|\ll|J_1|$ can be checked from bulk energies. With $x=(E_d-E_f)/(E_h-E_f)$, equation (6) gives

$$\frac{J_2}{J_1}=\frac{2(E_d-E_f)-(E_h-E_f)}{2(E_h-E_f)}=x-\frac12.\tag{13}$$

Within the range of (3), the rule thus requires double-hcp to lie near the midpoint between fcc and hcp, as expected when half of its layers have hcp-like surroundings and only these cost energy. For the extrinsic fault, (8) gives $2(E_h-E_f)(1+2J_2/J_1)$, so the correction to the rule, measured relative to $2(E_h-E_f)$, is twice as large there.

In the opposite limit, $J_1\to0$, hcp and fcc become degenerate and the rule predicts no fault energy. Equation (8) still gives $a\gamma_{\rm isf}=4J_2$. A small hcp–fcc difference alone is therefore no proof of a small fault energy.

## The error from the next layer

Let the terms now reach over five layers, or four spins. The even products of four spins are the pairs, including the new distance three, and the product of all four. The energy gains

$$-J_3\sum_iS_iS_{i+3}-K\sum_iS_iS_{i+1}S_{i+2}S_{i+3}.\tag{14}$$

The third-neighbour product is $+1$ in fcc, $-1$ in hcp and zero on average in double-hcp. The four-spin product is $+1$ in all three crystals, because each window of hcp or double-hcp holds two minus signs. So $K$ cancels from the bulk differences:

$$E_h-E_f=2J_1+2J_3,\qquad E_d-E_f=J_1+2J_2+J_3.\tag{15}$$

It does not cancel from the faults, where each product that turns negative costs twice its coupling.

- Intrinsic: two third-neighbour pairs are broken, and the reversed spin lies in four windows. The cost is $4J_3+8K$.
- Extrinsic: four third-neighbour pairs are broken. Five windows touch the reversed spins; three contain both and keep their sign, two contain one. The cost is $8J_3+4K$.
- Twin: three third-neighbour pairs cross the wall. The windows across it are split 1–3, 2–2 and 3–1, and the two odd splits are negative. The cost is $6J_3+4K$.

Hence

$$\begin{aligned}a\gamma_{\rm isf}&=4J_1+4J_2+4J_3+8K,\\ a\gamma_{\rm esf}&=4J_1+8J_2+8J_3+4K,\\ a\gamma_{\rm twin}&=2J_1+4J_2+6J_3+4K.\end{aligned}\tag{16}$$

With (15), the right-hand sides of (9)–(11) become $4J_1+4J_2+4J_3$, $4J_1+8J_2+4J_3$ and $2J_1+4J_2+2J_3$. The true values exceed them by

$$\Delta_{\rm isf}=8K,\qquad \Delta_{\rm esf}=\Delta_{\rm twin}=4(J_3+K).\tag{17}$$

The intrinsic formula is thus unaffected by $J_3$, but no combination of the three bulk energies can reveal $K$. The counts in (8) and (16) were tested on explicit layer sequences with random many-body window energies.

## Pair forces

For pair forces the couplings follow from geometry. Let $\delta_m$ be the interaction of one atom with the whole layer $m$ steps above it when the two layers have the same letter, minus the interaction when the letters differ. The two unequal positions are equivalent by the half-turn. Letters agree when the sum of the $m$ intervening spins is a multiple of three. This is impossible for $m=1$. For $m=2$ the spins must be opposite, for $m=3$ all equal, and for $m=4$ two of each sign. The functions that equal 1 in these cases and 0 otherwise are

$$\begin{aligned}P_2&=\tfrac12(1-S_1S_2),\\ P_3&=\tfrac14(1+S_1S_2+S_2S_3+S_1S_3),\\ P_4&=\tfrac18\Big(3-\sum_{i<j}S_iS_j+3S_1S_2S_3S_4\Big).\end{aligned}\tag{18}$$

To check $P_4$: for four equal spins the pair sum is 6 and the bracket is $3-6+3=0$; for one different spin it is $3-0-3=0$; for two of each sign the pair sum is $-2$ and the bracket is $3+2+3=8$.

The energy per layer is $\sum_m\delta_mP_m$ plus a constant. A window of four spins contains three first-neighbour pairs, two second-neighbour pairs and one third-neighbour pair. Collecting products, with the minus signs of (3) and (14),

$$\begin{aligned}J_1&=\tfrac12\delta_2-\tfrac12\delta_3+\tfrac38\delta_4,& J_2&=-\tfrac14\delta_3+\tfrac14\delta_4,\\ J_3&=\tfrac18\delta_4,& K&=-\tfrac38\delta_4.\end{aligned}\tag{19}$$

The errors (17) become $-3\delta_4$ for the intrinsic fault and $-\delta_4$ for the other two.

How fast $\delta_m$ falls depends on the forces. Take the damped oscillating potential

$$V(r)=A\,\frac{\cos(qr)\,e^{-\kappa r}}{r}=A\,{\rm Re}\,\frac{e^{-\lambda r}}{r},\qquad\lambda=\kappa-iq.\tag{20}$$

Since $(\nabla^2-\lambda^2)(e^{-\lambda r}/r)=-4\pi\delta(\mathbf r)$, its Fourier component with lateral wave vector $\mathbf G$ obeys $(\partial_z^2-p^2)\phi=-4\pi\delta(z)$ with $p^2=G^2+\lambda^2$. The decaying solution is $\phi=2\pi e^{-p|z|}/p$, with ${\rm Re}\,p>0$. Summing over a layer at height $mh$, $h=d\sqrt{2/3}$, turns the lateral integral into a sum over reciprocal lattice vectors divided by $a$. Subtracting the two positions puts a factor $1-\cos(\mathbf G\cdot\boldsymbol\tau)$ in each term. The term $\mathbf G=0$ vanishes. The six shortest vectors, of length $G_1=4\pi/(\sqrt3d)$, have $\cos(\mathbf G\cdot\boldsymbol\tau)=-\tfrac12$ and together give $6\times\tfrac32=9$:

$$\delta_m\simeq\frac{18\pi A}{a}\,{\rm Re}\,\frac{e^{-pmh}}{p},\qquad p=\sqrt{G_1^2+(\kappa-iq)^2}.\tag{21}$$

The envelope shrinks by $e^{-h\,{\rm Re}\,p}$ per layer, while the phase of $e^{-pmh}/p$, to which the complex factor $1/p$ also contributes, decides how much of it survives in a given $\delta_m$. Direct lattice sums for $m=2,3,4$ agree with (21) within one part in $10^4$ in both cases below.

The decay is fast only for $q<G_1$, which holds in both cases below ($G_1=1.451$/bohr). For $q$ well above $G_1$, $p$ is nearly imaginary, with ${\rm Re}\,p\approx\kappa q/\sqrt{q^2-G_1^2}$, and many layers contribute. With the parameters below, the envelope factor per layer is 0.40, 0.49 and 0.55 at $q=1.60$, 1.75 and 2.00/bohr, and (9) misses the direct intrinsic energy by $+41$%, $-27$% and $+51$%. If $q$ is read as a Friedel wave number $2k_F$, free electrons in fcc give $q/G_1=0.96\,Z^{1/3}$ for valence $Z$, so in this model divalent and trivalent metals fall on the slow side. The small errors found below do not carry over to that regime.

## Two worked cases

Take $d=5$ bohr, $A=0.5$ hartree bohr and $\kappa=0.1$/bohr. These are model parameters, not those of a particular metal. The crystal is held at fixed volume, and its mechanical stability is not claimed. The layer height is 4.08 bohr and $a=21.65$ bohr². Energies below are in microhartree per atom of the plane; "direct" values are lattice sums over explicit faulted stackings, with layer separations up to eight.

**Case $q=1.20$/bohr.** The bulk differences are $E_h-E_f=398.2$ and $E_d-E_f=208.3$. From (6), $J_1=199.1$ and $J_2=4.59$, so $J_2/J_1=0.023$. Equations (9)–(11) give

$$\begin{aligned}a\gamma_{\rm isf}&=398.17+2(208.27)=814.7,\\ a\gamma_{\rm esf}&=4(208.27)=833.1,\\ a\gamma_{\rm twin}&=2(208.27)=416.5.\end{aligned}\tag{22}$$

The direct values are 819.0, 834.5 and 417.9. Relative to these, the formulas are low by 0.5%, 0.2% and 0.3%. The near-twice rule gives $2(398.17)=796.3$, low by 2.8%. Of the missing 22.6, the double-hcp energy supplies $4J_2=18.4$; the remaining 4.2 is of longer range.

That remainder can be predicted. With $\delta_4=-1.516$, the errors should be $-3\delta_4=4.5$ for the intrinsic fault and $-\delta_4=1.5$ for the other two. The direct differences are 4.2, 1.4 and 1.4. The small mismatch comes from separations beyond four layers, because (17) holds for sums cut at four.

Dividing by $a$ and using 1 hartree/bohr² $=1.557\times10^6$ mJ/m², the direct fault energies are 58.9 (intrinsic), 60.0 (extrinsic) and 30.1 mJ/m² (twin).

**Case $q=1.24$/bohr.** Now $E_h-E_f=250.0$ and $E_d-E_f=156.3$. Double-hcp lies at $x=0.625$ instead of the midpoint, and (13) gives $J_2/J_1=0.125$. The near-twice rule yields 500.0 against a direct 576.0, an error of $-13.2$%. Equation (9) yields $249.99+2(156.26)=562.5$, an error of $-2.3$%. For the extrinsic fault and the twin boundary, (10) and (11) are low by 0.7% and 1.4%.

This change follows from a 3% change in $q$. The envelope factor per layer is still only 0.042, yet $\delta_3/\delta_2=-67.3/187.5=-0.36$. Since $|\delta_3|$ cannot exceed its own envelope, $|\delta_2|$ can be at most $0.042/0.36$, about 12%, of its envelope. The oscillation has brought $\delta_2$ close to a zero, so it exceeds $|\delta_3|$ by less than a factor of three, far less than the envelope factor alone would suggest. At the same time $|\delta_3|$ has grown from 19.9 to 67.3, which triples $J_2$. Rapid decay of the envelope is therefore not enough to justify the near-twice rule; the position of double-hcp must be checked. The midpoint alone is not enough either when the decay is slow: at $q=1.90$/bohr, $x=0.516$, yet the rule is low by 29.5% and (9) by 28%.

## Using the formulas for real crystals

For comparison with an unrelaxed fault, the three bulk energies should be computed at the same lateral spacing and layer height, because the derivation refers all energies to one geometry, and layers at a fault are held to the lateral spacing of the surrounding fcc crystal. An hcp energy at its own relaxed lateral spacing answers a different question. For a fault whose layer heights relax, the matching bulk energies are those with relaxed heights at the common lateral spacing.

If the layers may relax, the minimised energy is still a function of the spins, and it still keeps its value when all spins are reversed. Its range, however, need not be that of the underlying forces, since displacements pass from layer to layer. The couplings are then effective ones, and the neglect of $J_3$ and $K$ has to be tested anew. One partial check is the relation $\gamma_{\rm esf}=2\gamma_{\rm twin}$ implied by (10) and (11). From (16), its violation is

$$a(\gamma_{\rm esf}-2\gamma_{\rm twin})=-4(J_3+K).\tag{23}$$

In the first case the direct values give $834.49-2(417.94)=-1.4$, close to the value $\delta_4=-1.5$ expected from (19). The check is partial because $J_3$ and $K$ may cancel in (23) while the intrinsic error $8K$ remains.

Finally, these are energies of completed faults. The barrier met during the slide involves layers that are not in hollow positions, which the spins do not describe. The full set of computed values is given in the numerical output.

## Numbers as computed

```
spacing d = 5.0 bohr, layer height = 4.0825 bohr
area per atom = 21.6506 bohr^2
A = 0.5 hartree bohr, kappa = 0.1 /bohr
1 hartree/bohr^2 = 1.55689e+06 mJ/m^2
spins at intrinsic fault: ++++-++++
spins at extrinsic fault: ++++--++++
--- q = 1.20 /bohr; energies in microhartree per atom ---
delta_2, delta_3, delta_4 = 379.8074, -19.8828, -1.5155
decay constant of delta_m = 0.8344 /bohr
amplitude factor per layer = 0.03316
four-layer-reach J1, J2, J3, K = 199.2768, 4.5918, -0.1894, 0.5683
E_hcp - E_fcc = 398.1747
E_dhcp - E_fcc = 208.2719
J1, J2 from bulk = 199.0874, 4.5923
J2/J1 from bulk = 0.02307
intrinsic: direct 818.9648, formula 814.7186, formula error -0.518 %
extrinsic: direct 834.4881, formula 833.0876, formula error -0.168 %
twin: direct 417.9409, formula 416.5438, formula error -0.334 %
twice (hcp-fcc) = 796.3495, error -2.761 %
direct intrinsic, extrinsic, twin in mJ/m^2 = 58.892, 60.008, 30.054
--- q = 1.24 /bohr; energies in microhartree per atom ---
delta_2, delta_3, delta_4 = 187.4680, -67.3430, -4.8223
decay constant of delta_m = 0.7768 /bohr
amplitude factor per layer = 0.04195
four-layer-reach J1, J2, J3, K = 125.5971, 15.6302, -0.6028, 1.8084
E_hcp - E_fcc = 249.9887
E_dhcp - E_fcc = 156.2572
J1, J2 from bulk = 124.9944, 15.6314
J2/J1 from bulk = 0.12506
intrinsic: direct 575.9797, formula 562.5032, formula error -2.340 %
extrinsic: direct 629.4703, formula 625.0289, formula error -0.706 %
twin: direct 316.9457, formula 312.5144, formula error -1.398 %
twice (hcp-fcc) = 499.9774, error -13.195 %
direct intrinsic, extrinsic, twin in mJ/m^2 = 41.419, 45.265, 22.792
```
